\section*{Valley splitting in a thin germanium film with (111) surfaces}

\section*{Question}

I am stuck on an exercise about quantum confinement in germanium. A film 5 nm thick has (111) surfaces and is treated as a well with infinitely high walls. The conduction electrons sit in the L valleys, which are ellipsoids with longitudinal mass $m_l=1.59\,m_0$ and transverse mass $m_t=0.0815\,m_0$. I have to show that the ground subband of the one valley whose axis is normal to the film and the ground subbands of the three tilted valleys differ by about 156 meV.

The normal valley seems easy: its mass across the film is $m_l$, so I get 9.46 meV. For a tilted valley I took the mass tensor, rotated it to the film axes and read off its $zz$ element. With an angle $\theta$ between valley axis and film normal, $\cos\theta=1/3$, this gives
\[
m_l\cos^2\theta+m_t\sin^2\theta=\frac{1.59+8(0.0815)}{9}\,m_0=0.249\,m_0 .
\]
The ground level is then about 60 meV and the difference is 51 meV, a third of what I should find. Is the mass wrong, and if so, why? I also don't see what to do with the off-diagonal terms of the tensor, since the ellipsoid is not aligned with the film. And does the number mean anything for a real transistor channel?

\section*{Answer}

The mass is wrong. The energy is a quadratic form in the wavevector, and its coefficients are \emph{inverse} masses. The walls fix the wavevector component across the film, so you need the $zz$ element of the inverse-mass tensor. For a tilted ellipsoid this is not the reciprocal of the $zz$ element of the mass tensor. The off-diagonal terms can be removed by a phase factor, as shown below.

\subsection*{The valleys and their inverse masses}

Take the potential inside the film as flat and the film as unstrained, and measure energy from the bulk L minima, which then all lie at zero. Let $\mathbf k$ be measured from the centre of a valley with unit axis $\mathbf a$. The part of $\mathbf k$ along $\mathbf a$ has mass $m_l$ and the rest has mass $m_t$:
\begin{align}
E(\mathbf k)&=\frac{\hbar^2}{2}\left[\frac{(\mathbf k\cdot\mathbf a)^2}{m_l}+\frac{k^2-(\mathbf k\cdot\mathbf a)^2}{m_t}\right]
=\frac{\hbar^2}{2}\sum_{ij}k_iW_{ij}k_j,\\
W_{ij}&=\frac{\delta_{ij}}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)a_ia_j .
\end{align}

There are eight $\langle111\rangle$ directions, but opposite L points are equivalent, which leaves four valleys. Let $z$ be the film normal, $[111]/\sqrt3$. The valley along $[111]$ has $\cos\theta=1$. For the valley along $[\bar111]$,
\begin{equation}
\cos\theta=\frac{(1)(-1)+(1)(1)+(1)(1)}{\sqrt3\,\sqrt3}=\frac13 ,
\end{equation}
and the other two give the same value.

For each valley choose $x$ along the in-plane projection of its axis, so that $\mathbf a=(\sin\theta,0,\cos\theta)$. For the normal valley the projection vanishes and any in-plane $x$ will do. The nonzero elements are
\begin{align}
W_{zz}&=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}, &
W_{xx}&=\frac{\sin^2\theta}{m_l}+\frac{\cos^2\theta}{m_t},\\
W_{xz}&=\left(\frac1{m_l}-\frac1{m_t}\right)\sin\theta\cos\theta, &
W_{yy}&=\frac1{m_t}.
\end{align}

\subsection*{What the off-diagonal term does}

The film is uniform in its plane, so $k_x$ and $k_y$ are conserved. Write the envelope function as $e^{i(k_xx+k_yy)}\chi(z)$ and replace $k_z$ by $-i\,d/dz$. The cross term occurs twice in the sum, as $xz$ and $zx$, which gives the factor 2 in
\begin{equation}
\frac{\hbar^2}{2}\left[-W_{zz}\chi''-2iW_{xz}k_x\chi'+\left(W_{xx}k_x^2+W_{yy}k_y^2\right)\chi\right]=E\chi ,
\end{equation}
with $\chi(0)=\chi(L)=0$.

To remove the first derivative, set $\chi=e^{-iqz}\varphi$ with a constant $q$. Then
\begin{align}
\chi'&=e^{-iqz}(\varphi'-iq\varphi),\\
\chi''&=e^{-iqz}(\varphi''-2iq\varphi'-q^2\varphi).
\end{align}
After division by the phase factor, the first two terms in the bracket become
\begin{equation}
-W_{zz}\varphi''+2i\left(qW_{zz}-W_{xz}k_x\right)\varphi'+\left(W_{zz}q^2-2W_{xz}k_xq\right)\varphi .
\end{equation}
The choice $q=W_{xz}k_x/W_{zz}$ makes the middle term vanish. In the last term $W_{xz}k_x=W_{zz}q$, so its coefficient is $W_{zz}q^2-2W_{zz}q^2=-W_{zz}q^2=-W_{xz}^2k_x^2/W_{zz}$.

The phase factor is never zero, so $\varphi$ also vanishes at both walls. Its solutions are $\sin(n\pi z/L)$ with $n=1,2,\dots$, for which $-\varphi''=(n\pi/L)^2\varphi$. Therefore
\begin{equation}
E_n=\frac{\pi^2\hbar^2n^2}{2L^2}W_{zz}
+\frac{\hbar^2}{2}\left[\left(W_{xx}-\frac{W_{xz}^2}{W_{zz}}\right)k_x^2+\frac{k_y^2}{m_t}\right].
\label{eq:subband}
\end{equation}

The tilt thus changes the in-plane mass along $x$. To find that mass, multiply out
\begin{align}
W_{xx}W_{zz}-W_{xz}^2
&=\sin^2\theta\cos^2\theta\left(\frac1{m_l^2}+\frac1{m_t^2}\right)+\frac{\sin^4\theta+\cos^4\theta}{m_lm_t}\nonumber\\
&\quad-\sin^2\theta\cos^2\theta\left(\frac1{m_l^2}-\frac2{m_lm_t}+\frac1{m_t^2}\right)\nonumber\\
&=\frac{(\sin^2\theta+\cos^2\theta)^2}{m_lm_t}=\frac1{m_lm_t}.
\end{align}
Dividing by $W_{zz}$ gives the coefficient of $k_x^2$ in Eq.~(\ref{eq:subband}), so
\begin{equation}
m_x=m_lm_tW_{zz},\qquad m_y=m_t .
\end{equation}
Both masses are positive. Each subband therefore has its minimum at $k_x=k_y=0$, and there the energy contains $W_{zz}$ alone. The confinement mass is $m_z=1/W_{zz}$.

\subsection*{Why the mass-tensor element fails}

Your $0.249\,m_0$ does have a meaning, but it answers a different question. The velocity is $v_i=\hbar\sum_jW_{ij}k_j$. In terms of velocity, the kinetic energy is $\tfrac12\sum_{ij}v_iM_{ij}v_j$ with $M=W^{-1}$. So $M_{zz}$ is the mass of an electron whose velocity points along $z$. Such an electron needs a nonzero $k_x$ to cancel the sideways velocity $\hbar W_{xz}k_z$.

The walls do not impose that condition. They conserve $k_x$, and at the subband minimum $k_x=0$. The standing wave is then made of two waves with $k_z=\pm\pi/L$, whose sideways velocities $\pm\hbar W_{xz}\pi/L$ are opposite and average to zero. Each wave moves obliquely, and its energy is set by $W_{zz}$.

\subsection*{The splitting}

For the normal valley $W_{zz}=1/m_l$. For a tilted valley $\cos^2\theta=1/9$ and $\sin^2\theta=8/9$. Subtracting the two $n=1$ energies gives
\begin{align}
\Delta E&=\frac{\pi^2\hbar^2}{2L^2}\left[\frac{1}{9m_l}+\frac{8}{9m_t}-\frac1{m_l}\right]\nonumber\\
&=\frac89\,\frac{\pi^2\hbar^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\label{eq:split}
\end{align}

Now the numbers. With $\hbar^2/2m_0=0.03810$ eV\,nm$^2$, a particle of mass $m_0$ in this well has the ground energy
\begin{equation}
E_0=\frac{\pi^2(0.03810)}{5^2}\ \text{eV}=15.041\ \text{meV}.
\end{equation}
The tilted valleys have
\begin{equation}
\frac{m_0}{m_z}=\frac{1}{9(1.59)}+\frac{8}{9(0.0815)}=0.070+10.907=10.977,
\end{equation}
or $m_z=0.0911\,m_0$. The light transverse direction supplies nearly all of this sum, so the tilted valleys are light across the film. The ground levels are
\begin{align}
E_{\rm norm}&=15.041/1.59=9.46\ \text{meV},\\
E_{\rm tilt}&=15.041\times10.977=165.10\ \text{meV},
\end{align}
and hence
\begin{equation}
\Delta E=165.10-9.46=155.64\ \text{meV}\approx156\ \text{meV}.
\end{equation}
The third digit depends on the masses chosen: by Eq.~(\ref{eq:split}), lowering $m_t$ by 1\% raises the splitting by about 1.7 meV.

\subsection*{What the result does and does not say}

The splitting vanishes for $m_l=m_t$, as it must for spherical valleys. For $m_l\to\infty$ the normal level goes to zero and the tilted one to $8E_0m_0/(9m_t)=164$ meV, so the finite longitudinal mass matters little here.

Orientation matters as much as anisotropy. If the same film had (100) surfaces, every valley axis would make $\cos^2\theta=1/3$ with the normal. All four valleys would then share one ground level,
\begin{equation}
15.041\left[\frac{1}{3(1.59)}+\frac{2}{3(0.0815)}\right]=126.2\ \text{meV},
\end{equation}
and there would be no splitting between them in this model. It leaves out coupling between valleys at the walls. On a (100) film the L points fall in pairs on the same in-plane wavevector, so atomically sharp walls can split each pair.

The 156 meV separates the two \emph{ground} subbands, not the two lowest subbands of the film. The normal valley has levels $9.46\,n^2$ meV, that is 9.5, 37.8, 85.1, 151.4 and 236.5 meV for $n=1$ to 5. Four of them lie below the tilted ground level. In this model that count does not depend on thickness: the condition $n^2/m_l<1/m_z$ gives $n<\sqrt{m_l/m_z}=4.18$. The margin is only 14 meV at 5 nm, and with the finite barrier treated below the count falls to three.

The in-plane masses also differ. The normal valley has $m_x=m_t$, so it is light in every in-plane direction. A tilted valley has $m_x=m_lm_t/m_z=1.42\,m_0$ along the projection of its axis and $0.0815\,m_0$ across it. For equal scattering times, mobility is proportional to the inverse mass, averaged over the two in-plane directions for the set of three tilted valleys. The tilted set then has a mobility of
\[
\frac{\tfrac12(1/0.0815+1/1.42)}{1/0.0815}\approx0.53
\]
times that of the normal valley. Under that condition it is an advantage to keep electrons in the normal valley.

\subsection*{Walls of finite height}

The hard wall is the assumption to distrust first. Suppose the film is clad on both sides by an insulator with a barrier $V=2$ eV and electron mass $m_b=0.3\,m_0$, both rough values. At $k_x=k_y=0$ the ground state is $\cos kz$ about the film centre and decays as $e^{-\kappa|z|}$ outside, with
\begin{equation}
k=\frac{\sqrt{2m_zE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V-E)}}{\hbar}.
\end{equation}
Let the envelope and its slope divided by the local mass be continuous, which conserves the current. Dividing the slope condition by the envelope condition at $z=L/2$ gives
\begin{equation}
\frac{k}{m_z}\tan\frac{kL}{2}=\frac{\kappa}{m_b}
\quad\Longrightarrow\quad
kL+2\arctan\frac{km_b}{m_z\kappa}=\pi .
\end{equation}
The second form follows from $\arctan u=\pi/2-\arctan(1/u)$ for $u>0$. Solving it numerically gives 9.1 meV for the normal valley and 94.3 meV for the tilted ones. The splitting falls to 85 meV.

The reason can be read from the same equation. For a small argument the arctangent equals its argument, and then
\begin{equation}
k\left(L+\delta\right)\approx\pi,\qquad \delta=\frac{2m_b}{m_z\kappa}.
\end{equation}
The film acts as if it were thicker by $\delta$. Here $\kappa\approx3.9$ nm$^{-1}$, so $\delta\approx1.7$ nm for the tilted valleys but only about 0.1 nm for the normal one. For the tilted valleys the argument is 0.4, not very small, and the exact root corresponds to 1.6 nm. A light electron in the film is affected much more by the same barrier.

The result depends on the mass assigned to the barrier. If each valley keeps its own film mass inside the barrier, with $V$ unchanged, the splitting is 109 meV. Neither number is a precise prediction, because an envelope function is a crude description of an interface a few atoms wide.

\subsection*{Other corrections, one at a time}

In each case below the walls are hard again and all other settings are held fixed.

\emph{Gate field.} Take a uniform field of 0.5 MV/cm, a rough value for the gate side of a channel that is switched on. It drops 250 meV across the film. In a film gated from one side the channel electrons screen the field, so the real drop is smaller. A finite-difference solution of the well with this linear potential gives a splitting of 194.5 meV. To first order in the field both ground levels move by the potential at mid-film, because both densities are symmetric, and the splitting is unchanged. The second-order shift of a ground state is downward and, for this well, proportional to its mass, so the heavy normal valley falls further. At 250 meV that valley is far outside perturbation theory, and the argument gives the direction of the change, not its size.

\emph{Nonparabolicity.} At higher energy the band flattens. A standard form is $E(1+\alpha E)=\varepsilon$, where $\varepsilon$ is the parabolic energy. Its positive root is
\begin{equation}
E=\frac{\sqrt{1+4\alpha\varepsilon}-1}{2\alpha}.
\end{equation}
With a rough $\alpha=0.3$ eV$^{-1}$ for both valleys, 165.10 meV becomes 157.64 meV and 9.46 meV becomes 9.43 meV. The splitting is then 148 meV. The last digit depends on $\alpha$: with $0.5$ eV$^{-1}$ the splitting is 144 meV.

\emph{Thickness.} One (111) bilayer is $a/\sqrt3\approx0.33$ nm thick for a lattice constant $a$ of about 0.57 nm. Since $\Delta E\propto1/L^2$, a film one bilayer thinner has 178 meV and one bilayer thicker has 137 meV.

\emph{Other valleys.} With rough bulk offsets above L of 0.14 eV for $\Gamma$ and 0.18 eV for the $\Delta$ valleys, their hard-wall ground levels are 516 and 235 meV. The masses used are $0.04\,m_0$ for $\Gamma$ and $0.95\,m_0$ and $0.20\,m_0$ for $\Delta$, whose axes have $\cos^2\theta=1/3$. At 5 nm both levels lie above the tilted L level at 165 meV. The $\Delta$ valleys are heavier across the film than the tilted L valleys, so with these inputs their level drops below the tilted L level in films thinner than about 3.9 nm.

\subsection*{Does the splitting empty the tilted valleys?}

At 300 K, $k_BT=25.85$ meV, so the splitting is 6.0 $k_BT$. That looks ample, but two things work against it: the tilted valleys have many more states, and a working channel is degenerate.

A parabolic two-dimensional subband has $m_d/\pi\hbar^2$ states per energy and area, spin included, with $m_d=\sqrt{m_xm_y}$. This is $0.0815\,m_0$ for the normal valley and $0.340\,m_0$ for a tilted one. Three tilted valleys together have $3(0.340)/0.0815=12.5$ times the state density of the normal one. Integrating the Fermi function over a subband that starts at $E_i$ gives the sheet density
\begin{equation}
N_i=\frac{g_im_{d,i}}{\pi\hbar^2}\,k_BT\,\ln\!\left[1+e^{(E_F-E_i)/k_BT}\right],
\end{equation}
where $g_i$ is 1 or 3. The Fermi level $E_F$ follows from the total density.

For $5\times10^{12}$ cm$^{-2}$, a rough on-state value, the hard-wall levels give $E_F=79.6$ meV, and 7.9\% of the electrons are in the tilted valleys. This counts L valleys only, in a flat potential. The six $\Delta$ valleys would take about 1\% of the electrons, and the self-consistent potential of a film gated from one side lowers the tilted share to about 6\%. With the finite barrier ($m_b=0.3\,m_0$), the same density and the hard-wall in-plane masses kept, $E_F=53.9$ meV and the share is 42\%. The tilted ground level is then 40.4 meV above the Fermi level instead of 85.5 meV, and the large state density does the rest.

Near zero temperature the tilted valleys start to fill when $E_F$ reaches 165.10 meV. Until then the four lower subbands take all the electrons. Each holds $m_t/\pi\hbar^2=3.4\times10^{13}$ cm$^{-2}$\,eV$^{-1}$ times its depth below $E_F$. The depths add up to $4(165.10)-(1+4+9+16)(9.46)\approx377$ meV, so the hard-wall onset is at $1.28\times10^{13}$ cm$^{-2}$.

\subsection*{Beside a real channel}

The nearest real case is an n-channel transistor in a very thin (111) germanium-on-insulator film. The masses used here are bulk values. Of the effects sized here, wall penetration moves the splitting most: from 156 to 85 meV with the rough barrier above. The assumed uniform field moves it the other way, to 194.5 meV; this shift is much smaller when the channel electrons screen the field. With one gate, hard walls, a dielectric constant of 16 and the same 0.5 MV/cm at the gate side, a self-consistent potential drops about 100 meV across the film and the splitting is about 166 meV. These shifts were found separately and should not simply be added, because a field also changes how strongly each state presses against the barrier. Strain is left out, and, except where a self-consistent value is quoted, so is the potential of the channel electrons themselves. So 156 meV is the correct answer to your exercise, but for a device it is a starting estimate, and the emptying of the tilted valleys has to be calculated with the actual barrier, field and density.
